# Two-Point Extrapolation of Correlation Energies and the Growth of Errors: test program

```python
"""
Result under test: if E(X) = E_lim + A/X^3 for X = 3 and 4, then
    E_lim = -(27/37) E(3) + (64/37) E(4),
and equal independent errors in E(3), E(4) grow by sqrt(4825)/37.
X: cardinal number; E: correlation energy; A: amplitude of the law.
The origin of the law is tested on a hydrogen-like 1s^2 pair, whose
second-order energy is split into increments e_l of angular momentum l.
Pair calculation: hartree atomic units inside, kJ/mol in the output.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, gammaln, zeta

HARTREE = constants.physical_constants["Hartree energy"][0]
KJMOL = HARTREE * constants.N_A / 1000.0
EV_PER_KJMOL = 1000.0 / constants.N_A / constants.e

# ---------- angular-momentum increments from sums over states ----------
ALPHA = 6.0  # exponent of the radial Laguerre functions, 1/bohr


def radial_basis(r, l, size, derivative=False):
    """Orthonormal reduced radial functions, optionally with d/dr."""
    x = 2 * ALPHA * r[None, :]
    n = np.arange(size)[:, None]
    lag = eval_genlaguerre(n, 2.0 * l + 2.0, x)
    norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 3)))
    front = np.sqrt(2 * ALPHA) * norm * x**l * np.exp(-x / 2)
    values = front * x * lag
    if not derivative:
        return values
    previous = np.vstack([np.zeros((1, r.size)), lag[:-1]])
    slope = (l + 1 - x / 2 + n) * lag - (n + 2 * l + 2) * previous
    return values, 2 * ALPHA * front * slope


def orbital_1s(r):
    return 2 * r * np.exp(-r)


def pair_increment(l, size):
    """Second-order energy of the 1s^2 pair from angular momentum l."""
    node, weight = np.polynomial.legendre.leggauss(260)
    s, ws = (node + 1) / 2, weight / 2
    r_max = (4 * size + 4 * l + 80) / (2 * ALPHA)
    r, wr = r_max * s**2, 2 * r_max * s * ws
    u, du = radial_basis(r, l, size, derivative=True)
    assert np.allclose((u * wr) @ u.T, np.eye(size), atol=1e-7)
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    h = 0.5 * (du * wr) @ du.T + (u * wr * potential) @ u.T
    energy, vectors = np.linalg.eigh((h + h.T) / 2)
    # Repulsion integral, with the smaller radius written as r*t, 0<t<1.
    node, weight = np.polynomial.legendre.leggauss(100)
    t, wt = (node + 1) / 2, weight / 2
    rt = np.outer(r, t).ravel()
    density_inner = radial_basis(rt, l, size) * orbital_1s(rt)
    inner = density_inner.reshape(size, r.size, t.size) @ (wt * t**l)
    repulsion = (u * orbital_1s(r) * wr) @ inner.T
    repulsion = vectors.T @ (repulsion + repulsion.T) @ vectors
    gap = energy[:, None] + energy[None, :] + 1.0  # twice E(1s) = -1
    return -np.sum(repulsion**2 / gap) / (2 * l + 1)


L_MAX = 8
increment = {l: pair_increment(l, 44) for l in range(1, L_MAX + 1)}
basis_change = abs(pair_increment(L_MAX, 34) / increment[L_MAX] - 1)
assert basis_change < 5e-3

# Leading coefficient: local large-l formula against computed increments.
C_local = 3 / 8 * quad(lambda R: orbital_1s(R)**4 * R, 0, np.inf)[0]
la, lb = 5.5, 8.5
ya, yb = -increment[5] * la**4, -increment[8] * lb**4
C_states = (lb**2 * yb - la**2 * ya) / (lb**2 - la**2)
C_next = (ya - C_states) * la**2
assert abs(C_states / C_local - 1) < 0.01

# Tail of the inverse fourth powers against its inverse-cubic form.
tail_ratio = {X: zeta(4, X + 0.5) * 3 * X**3 for X in (3, 4)}
for X, ratio in tail_ratio.items():
    assert abs(ratio - (1 - 1 / (2 * X**2))) < 0.01

# ---------- weights from symbolic elimination ----------
e3, e4, limit, amplitude = sp.symbols("e3 e4 limit amplitude")
solution = sp.solve([limit + amplitude / 27 - e3,
                     limit + amplitude / 64 - e4],
                    [limit, amplitude], dict=True)[0]
w3_exact = sp.expand(solution[limit]).coeff(e3)
w4_exact = sp.expand(solution[limit]).coeff(e4)
assert w3_exact == sp.Rational(-27, 37)
assert w4_exact == sp.Rational(64, 37)
assert sp.simplify(solution[amplitude]
                   - sp.Rational(1728, 37) * (e3 - e4)) == 0
w3, w4 = float(w3_exact), float(w4_exact)

# ---------- does the extrapolation work for the pair? ----------
# The l = 0 part is common to all sums and cancels (weights add to one).
partial = {L: sum(increment[l] for l in range(1, L + 1))
           for L in range(1, L_MAX + 1)}
remainder = -(C_states * zeta(4, L_MAX + 1.5)
              + C_next * zeta(6, L_MAX + 1.5))
pair_limit = partial[L_MAX] + remainder
pair_extrap = w3 * partial[2] + w4 * partial[3]       # X = L + 1
pair_mislabel = w3 * partial[3] + w4 * partial[4]     # X = L
left_good = (pair_extrap - pair_limit) / (partial[3] - pair_limit)
left_bad = (pair_mislabel - pair_limit) / (partial[4] - pair_limit)
assert abs(left_good) < 0.2
assert abs(left_good) < abs(left_bad) < 1

# ---------- worked reaction AB -> A + B, energies in kJ/mol ----------
names = ["AB", "A", "B"]
nu = np.array([-1.0, 1.0, 1.0])
E = np.array([[-1500.0, -700.0, -710.0],    # X = 3
              [-1590.0, -742.0, -752.0]])   # X = 4
sigma = 0.5


def two_point_limit(energies, X=3, shift=0.0):
    """Solve the two-point equations directly; returns the limits."""
    matrix = np.array([[1, (X + shift)**-3.0],
                       [1, (X + 1 + shift)**-3.0]])
    return np.linalg.solve(matrix, energies)[0]


species_limit = w3 * E[0] + w4 * E[1]
assert np.allclose(species_limit, two_point_limit(E))
D3, D4 = E @ nu
D_limit = species_limit @ nu
A_reaction = 1728 / 37 * (D3 - D4)
truncation = D4 - D_limit
assert abs(truncation - A_reaction / 64) < 1e-9

# ---------- error growth: formulas against full enumeration ----------
amplification = np.sqrt(4825) / 37
sigma_D = sigma * np.sqrt(nu @ nu) * amplification
bound_D = sigma * np.sum(abs(nu)) * 91 / 37
signs = [np.array(p, float).reshape(2, 3)
         for p in itertools.product([-1, 1], repeat=6)]


def enumerated_errors(size):
    """Errors of extrapolated and of X = 4 reaction energy."""
    extrapolated = [two_point_limit(E + size * p) @ nu - D_limit
                    for p in signs]
    plain = [(E[1] + size * p[1]) @ nu - D_limit for p in signs]
    return np.array(extrapolated), np.array(plain)


def rms(values):
    return np.sqrt(np.mean(values**2))


err_extrap, err_plain = enumerated_errors(sigma)
assert abs(np.mean(err_extrap)) < 1e-9
assert abs(rms(err_extrap) - sigma_D) < 1e-9
assert abs(np.max(abs(err_extrap)) - bound_D) < 1e-9
break_even = abs(truncation) / np.sqrt((nu @ nu) * 3456 / 1369)
err_a, err_b = enumerated_errors(break_even)
assert abs(rms(err_a) - rms(err_b)) < 1e-9
err_a, err_b = enumerated_errors(1.2 * break_even)
assert rms(err_a) > rms(err_b)


def correlated_factor(rho):
    return np.sqrt((4825 - 2 * 1728 * rho) / 1369)


for rho in (-1.0, 0.0, 0.5, 1.0):
    variance = sum((1 + rho * a * b) / 4
                   * two_point_limit(np.array([a, b], float))**2
                   for a in (-1, 1) for b in (-1, 1))
    assert abs(np.sqrt(variance) - correlated_factor(rho)) < 1e-9

# Unequal independent errors, again by enumeration.
s3, s4 = 0.5, 0.2
unequal = np.sqrt((w3 * s3)**2 + (w4 * s4)**2)
enumerated = rms(np.array([two_point_limit(np.array([a * s3, b * s4]))
                           for a in (-1, 1) for b in (-1, 1)]))
assert abs(unequal - enumerated) < 1e-9

pair_factor = {}
for X in (2, 3, 4):
    a, b = X**3, (X + 1)**3
    pair_factor[X] = np.sqrt(a**2 + b**2) / (b - a)
    response = two_point_limit(np.eye(2), X)
    assert abs(np.linalg.norm(response) - pair_factor[X]) < 1e-9

# Systematic uncertainty: same data, X replaced by X + 1/2 in the law.
D_shifted = two_point_limit(E, shift=0.5) @ nu

# ---------- output ----------
print(f"weights: {w3_exact} = {w3:.5f}, {w4_exact} = {w4:.5f}")
print(f"1 hartree = {KJMOL:.3f} kJ/mol")
for l in (1, 2, 3, 4, 8):
    print(f"pair increment l={l}: {increment[l]*KJMOL:.4f} kJ/mol")
print(f"relative change, l=8, 34 to 44 functions: {basis_change:.1e}")
print(f"C, local formula: {C_local*KJMOL:.2f} kJ/mol")
print(f"C, from increments: {C_states*KJMOL:.2f} kJ/mol")
for X in (3, 4):
    print(f"tail sum / inverse-cubic form, X={X}: {tail_ratio[X]:.4f}")
print("pair sums below start at l=1")
for L in (2, 3, 4):
    print(f"pair sum to L={L}: {partial[L]*KJMOL:.3f} kJ/mol")
print(f"pair limit: {pair_limit*KJMOL:.3f} kJ/mol")
print(f"pair extrapolated, X=L+1: {pair_extrap*KJMOL:.3f} kJ/mol")
print(f"fraction of L=3 error left: {left_good:.3f}")
print(f"pair extrapolated, X=L: {pair_mislabel*KJMOL:.3f} kJ/mol")
print(f"fraction of L=4 error left: {left_bad:.3f}")
for i, name in enumerate(names):
    print(f"{name}: E3 {E[0,i]:.1f}, E4 {E[1,i]:.1f}, "
          f"limit {species_limit[i]:.3f} kJ/mol")
print(f"reaction: D3 {D3:.1f}, D4 {D4:.1f} kJ/mol")
print(f"reaction amplitude A: {A_reaction:.2f} kJ/mol")
print(f"reaction limit: {D_limit:.3f} kJ/mol")
print(f"reaction limit: {D_limit*EV_PER_KJMOL:.4f} eV per molecule")
print(f"truncation error D4 - limit: {truncation:.3f} kJ/mol")
print(f"error of each input energy: {sigma:.2f} kJ/mol")
print(f"amplification, independent errors: {amplification:.4f}")
print(f"variance share of X=4: {4096/4825:.4f}")
for rho in (-1.0, 0.5, 1.0):
    print(f"amplification, rho={rho:+.1f}: {correlated_factor(rho):.4f}")
print(f"standard error of D4: {sigma*np.sqrt(nu@nu):.3f} kJ/mol")
print(f"standard error of reaction limit: {sigma_D:.3f} kJ/mol")
print(f"same: {sigma_D*EV_PER_KJMOL:.4f} eV per molecule")
print(f"strict bound for errors within +-0.5: {bound_D:.3f} kJ/mol")
print(f"rms total error, D4 unextrapolated: {rms(err_plain):.3f} kJ/mol")
print(f"break-even input error: {break_even:.3f} kJ/mol")
print(f"unequal errors s3={s3}, s4={s4}: {unequal:.4f} kJ/mol")
for X in (2, 3, 4):
    print(f"amplification for pair ({X},{X+1}): {pair_factor[X]:.4f}")
print(f"reaction limit with X+1/2: {D_shifted:.3f} kJ/mol")
print(f"shift from choice of law: {D_shifted-D_limit:.3f} kJ/mol")
print("verified")
```

It prints:

```
weights: -27/37 = -0.72973, 64/37 = 1.72973
1 hartree = 2625.500 kJ/mol
pair increment l=1: -69.5630 kJ/mol
pair increment l=2: -10.2555 kJ/mol
pair increment l=3: -2.8295 kJ/mol
pair increment l=4: -1.0661 kJ/mol
pair increment l=8: -0.0868 kJ/mol
relative change, l=8, 34 to 44 functions: 1.5e-03
C, local formula: 461.51 kJ/mol
C, from increments: 459.34 kJ/mol
tail sum / inverse-cubic form, X=3: 0.9491
tail sum / inverse-cubic form, X=4: 0.9703
pair sums below start at l=1
pair sum to L=2: -79.818 kJ/mol
pair sum to L=3: -82.648 kJ/mol
pair sum to L=4: -83.714 kJ/mol
pair limit: -84.888 kJ/mol
pair extrapolated, X=L+1: -84.713 kJ/mol
fraction of L=3 error left: 0.078
pair extrapolated, X=L: -84.492 kJ/mol
fraction of L=4 error left: 0.337
AB: E3 -1500.0, E4 -1590.0, limit -1655.676 kJ/mol
A: E3 -700.0, E4 -742.0, limit -772.649 kJ/mol
B: E3 -710.0, E4 -752.0, limit -782.649 kJ/mol
reaction: D3 90.0, D4 96.0 kJ/mol
reaction amplitude A: -280.22 kJ/mol
reaction limit: 100.378 kJ/mol
reaction limit: 1.0403 eV per molecule
truncation error D4 - limit: -4.378 kJ/mol
error of each input energy: 0.50 kJ/mol
amplification, independent errors: 1.8774
variance share of X=4: 0.8489
amplification, rho=-1.0: 2.4595
amplification, rho=+0.5: 1.5041
amplification, rho=+1.0: 1.0000
standard error of D4: 0.866 kJ/mol
standard error of reaction limit: 1.626 kJ/mol
same: 0.0169 eV per molecule
strict bound for errors within +-0.5: 3.689 kJ/mol
rms total error, D4 unextrapolated: 4.463 kJ/mol
break-even input error: 1.591 kJ/mol
unequal errors s3=0.5, s4=0.2: 0.5028 kJ/mol
amplification for pair (2,3): 1.4821
amplification for pair (3,4): 1.8774
amplification for pair (4,5): 2.3022
reaction limit with X+1/2: 101.332 kJ/mol
shift from choice of law: 0.953 kJ/mol
verified
```
